# Why HOMO tuning misplaces compact sigma levels and short-range exchange helps

**Question.** A range-separated hybrid is tuned so that its highest occupied level, a delocalized π orbital, lies at minus the ionization energy. Why can a compact σ level below it still appear on the wrong side of another π level? Why does some Fock exchange at short range repair this, and what decides whether the amount is near 0.2?

## What tuning leaves open

The Coulomb interaction is split into a long-range part $\operatorname{erf}(\gamma r)/r$ and a short-range part $\operatorname{erfc}(\gamma r)/r$. The functional uses full Fock exchange at long range. At short range it uses a fraction $\alpha$ of Fock exchange and $1-\alpha$ of semilocal exchange. Algebra is in atomic units.

Tuning $\gamma$ imposes one condition on one orbital. A semilocal functional, however, makes a self-interaction error that depends on orbital size: a compact charge repels itself more strongly than a spread one. Long-range exchange hardly sees the structure of an orbital much smaller than $1/(2\gamma)$, and even for somewhat larger orbitals it treats compact and extended ones more alike than the full Coulomb interaction does. Short-range exchange acts much more strongly on the compact one. The parameters $\gamma$ and $\alpha$ therefore move the σ and π levels in different proportions, so two parameters can place two levels, provided that the required $\alpha$ lies between 0 and 1.

Self-interaction is only half of the balance. When an electron leaves, the other electrons relax, and this too depends on orbital size. The σ level is right when its remaining self-interaction balances its relaxation, not when self-interaction is zero.

## The error of one level

Let $f$ be the occupation of orbital $i$, and $E(f)$ the energy with the other electrons relaxed. The removal energy is $I_i=E(0)-E(1)$. Define the Koopmans error

$$\kappa_i=\varepsilon_i(1)+I_i .$$

A positive $\kappa_i$ means that the level is too shallow compared with $-I_i$. For the HOMO, $\kappa=0$ is a property of the exact functional. For deeper orbitals it is an additional requirement, known as Koopmans compliance, and $I_i$ refers to the state with a hole in that orbital. The $I_i$ are taken here as given and independent of $\alpha$ and $\gamma$. This is an idealization: in a real functional the computed removal energies shift with $\alpha$, for the π hole of formaldehyde by about 0.2 eV between $\alpha=0$ and 0.2 in a small basis, so the shift of a level and the shift of its $\kappa$ need not be equal.

Janak's theorem, $\varepsilon_i(f)=dE/df$, gives $I_i=-\int_0^1\varepsilon_i(f)\,df$. If the curvature $C_i=d^2E/df^2$ is constant, then $\varepsilon_i(f)=\varepsilon_i(1)-C_i(1-f)$, and

$$\kappa_i=\varepsilon_i(1)-\int_0^1\left[\varepsilon_i(1)-C_i(1-f)\right]df=\frac{C_i}{2}.$$

A level is thus correct when the energy is a straight line in its occupation.

Now collect the terms of $C_i$. Let $n_i$ be the orbital density and $J_i$ its Coulomb integral with itself, split as $J_i=J_i^{SR}+J_i^{LR}$. With frozen orbitals:

- The Hartree energy contains $\tfrac12 f^2J_i$, which contributes $+J_i$.
- Fock exchange of the orbital with itself contains $-\tfrac12f^2(\alpha J_i^{SR}+J_i^{LR})$, which contributes $-\alpha J_i^{SR}-J_i^{LR}$. Interactions with other orbitals are linear in $f$ and drop out.
- Short-range semilocal exchange, expanded to second order about a uniform density, contributes $-(1-\alpha)K\int n_i^2\,d^3r$. Here $-K$ is its same-spin second derivative. The semilocal correlation kernel is neglected.

Relaxation lowers the energy of a hole of charge $1-f$ by $\tfrac12R_i(1-f)^2$ in linear response, and so contributes $-R_i$. In the sum $J_i^{LR}$ cancels:

$$C_i=(1-\alpha)D_i(\gamma)-R_i,\qquad D_i=J_i^{SR}-K(\gamma)\int n_i^2\,d^3r. \tag{1}$$

The model takes $R_i$ to be the same for every $\alpha$ and $\gamma$. At $\alpha=1$ it gives $\kappa_i=-R_i/2$: the self-interaction is gone, but the level is too deep because nothing offsets relaxation.

## How the pieces depend on orbital size

**Short-range repulsion.** Represent each orbital density by a Gaussian of standard deviation $s$ along each axis,

$$n(r)=(2\pi s^2)^{-3/2}e^{-r^2/2s^2}.$$

This keeps the size of a σ or π orbital but not its nodes or shape. The separation $u$ of two points drawn from $n$ is also Gaussian, with variance $2s^2$ per axis. Hence

$$J=\frac{4\pi}{(4\pi s^2)^{3/2}}\int_0^\infty u\,e^{-u^2/4s^2}du=\frac{4\pi\,(2s^2)}{8\pi^{3/2}s^3}=\frac{1}{\sqrt\pi\,s}.$$

The interaction $\operatorname{erf}(\gamma u)/u$ is the potential of a unit Gaussian charge with variance $1/(2\gamma^2)$ per axis. Averaging it over $u$ adds the variances, so $2s^2$ becomes $2[s^2+1/(4\gamma^2)]$. With $x=2\gamma s$,

$$J^{LR}=\frac{1}{\sqrt{\pi[s^2+1/(4\gamma^2)]}}=\frac{2\gamma}{\sqrt\pi}\frac{1}{\sqrt{1+x^2}}=J\frac{x}{\sqrt{1+x^2}},$$

$$J^{SR}=J\left(1-\frac{x}{\sqrt{1+x^2}}\right).$$

For small $x$, $J^{LR}\to2\gamma/\sqrt\pi$, the same for every orbital; the first correction is the factor $1-x^2/2$. In that limit $\gamma$ gives a common shift, while $J^{SR}$ retains the $1/s$ dependence.

**Semilocal exchange.** In a uniform gas of density $n_0=k_F^3/(3\pi^2)$, adding electrons fills states at the Fermi surface. The exchange potential is therefore the exchange energy of a state there. The short-range interaction in wave-vector space is $(4\pi/q^2)(1-e^{-q^2/4\gamma^2})$. A sphere of radius $q$ about a point on the Fermi surface has area $2\pi q^2(1-q/2k_F)$ inside the Fermi sphere. Dividing by $(2\pi)^3$ gives

$$v_x=-\frac1\pi\int_0^{2k_F}\left(1-e^{-q^2/4\gamma^2}\right)\left(1-\frac{q}{2k_F}\right)dq.$$

On differentiation by $k_F$ the upper limit contributes nothing, since the last factor vanishes there:

$$\frac{dv_x}{dk_F}=-\frac{1}{2\pi k_F^2}\int_0^{2k_F}q\left(1-e^{-q^2/4\gamma^2}\right)dq
=-\frac1\pi\left[1-\frac{\gamma^2}{k_F^2}\left(1-e^{-k_F^2/\gamma^2}\right)\right].$$

Multiply by $dk_F/dn_0=\pi^2/k_F^2$. Exchange acts within one spin, $E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow]$, so the same-spin second derivative is twice the unpolarized one. Reversing the sign,

$$K=\frac{2\pi}{k_F^2}\left[1-\frac{\gamma^2}{k_F^2}\left(1-e^{-k_F^2/\gamma^2}\right)\right],\qquad \int n^2d^3r=\frac{1}{8\pi^{3/2}s^3}.$$

The $s^{-3}$ dependence means that semilocal exchange cancels more of the self-repulsion of a compact orbital. This works against a σ level that is too shallow.

**Relaxation.** Let the other electrons act as a dielectric sphere of radius $a$ and constant $\epsilon_d$, with the orbital at its centre. The charge of $n$ within radius $r$ is

$$q(r)=\operatorname{erf}\!\left(\frac{r}{\sqrt2s}\right)-\sqrt{\frac2\pi}\,\frac rs e^{-r^2/2s^2};$$

it vanishes at $r=0$, and its derivative is $4\pi r^2n(r)$. By Gauss's law the field of a unit hole has magnitude $q/r^2$ in vacuum and $q/(\epsilon_dr^2)$ in the sphere. The electrostatic energy falls from $\tfrac12\int q^2/r^2\,dr$ by the factor $1/\epsilon_d$ inside the sphere and is unchanged outside. Equating the loss to $R/2$,

$$R=\left(1-\frac1{\epsilon_d}\right)\int_0^a\frac{q(r)^2}{r^2}dr. \tag{2}$$

Since $J=\int_0^\infty q^2/r^2\,dr$ and $q\approx1$ outside the sphere, a small orbital has $R\approx(1-1/\epsilon_d)(J-1/a)$.

## When the σ level is too shallow

HOMO tuning sets $(1-\alpha)D_\pi=R_\pi$. Substituting $1-\alpha=R_\pi/D_\pi$ in equation (1) for the σ orbital gives

$$\kappa_\sigma=\frac12\left[R_\pi\frac{D_\sigma}{D_\pi}-R_\sigma\right]. \tag{3}$$

For positive $R_\pi$ and $D_\pi$, the σ level is too shallow when

$$\frac{D_\sigma}{D_\pi}>\frac{R_\sigma}{R_\pi}.$$

Greater self-interaction of σ is therefore not sufficient: it must be greater by more than the ratio of the relaxations. If the inequality is reversed, HOMO tuning makes σ too deep. A second π orbital of the same size as the HOMO has the same $D$ and $R$ in this model, and so no error.

Raising $\alpha$ at fixed HOMO error requires a larger $D_\pi$, because $(1-\alpha)D_\pi$ must stay equal to $R_\pi$. In the range treated below this means a smaller $\gamma$. Its effect on the ratio is easiest to see without the semilocal kernel. With $t=x/\sqrt{1+x^2}$,

$$\frac{d\ln J^{SR}}{d\ln\gamma}=-\frac{x}{(1+x^2)^{3/2}(1-t)}=-t(1+t),$$

where the last step uses $1/(1-t)=(1+t)/(1-t^2)=(1+t)(1+x^2)$. The magnitude grows with $x$, so the extended orbital loses a larger fraction of its short-range repulsion as $\gamma$ increases, although the compact one loses more in absolute terms. Conversely, lowering $\gamma$ lowers $J_\sigma^{SR}/J_\pi^{SR}$. A numerical test confirms the same trend for $D_\sigma/D_\pi$, with the kernel included, in the example below for $\gamma$ from 0.02 to 0.25 bohr$^{-1}$. By equation (3), added short-range exchange with retuned $\gamma$ then lowers σ relative to the fixed HOMO.

## The amount of short-range exchange

Both errors vanish at the pair $(\alpha^*,\gamma^*)$ satisfying

$$\frac{D_\sigma(\gamma^*)}{D_\pi(\gamma^*)}=\frac{R_\sigma}{R_\pi},\qquad
\alpha^*=1-\frac{R_\pi}{D_\pi(\gamma^*)}. \tag{4}$$

By equation (2), the factor $1-1/\epsilon_d$ cancels from $R_\sigma/R_\pi$. Hence $\gamma^*$ does not depend on $\epsilon_d$, and $1-\alpha^*$ is proportional to $1-1/\epsilon_d$.

A limit shows what the parameters represent. Let both orbitals be small compared with $a$ and $1/\gamma$, and omit the semilocal kernel. The condition for each orbital becomes

$$(1-\alpha)\left(J_i-\frac{2\gamma}{\sqrt\pi}\right)=\left(1-\frac1{\epsilon_d}\right)\left(J_i-\frac1a\right).$$

It must hold for two different $J_i$. The coefficients of $J_i$ must then agree, and so must the constants:

$$\alpha^*\to\frac1{\epsilon_d},\qquad\gamma^*\to\frac{\sqrt\pi}{2a}.$$

Without the kernel, the short-range Fock fraction is the inverse dielectric constant inside the molecule. This is not a limit of the full equation (1): the kernel term grows relative to $J^{SR}$ roughly as $s^{-2}$, so with it shrinking the orbitals moves $\alpha^*$ away from $1/\epsilon_d$, and the expansion fails once the orbital density exceeds the background spin density. The range parameter marks the molecular size, beyond which the exchange is unscreened.

## From the formula to the levels

Take round model parameters: widths 0.6 Å for σ and 1.5 Å for π, $a=5$ Å, $\epsilon_d=3$, and a valence density of 1 electron/Å$^3$. The removal energies are set to 8.0 eV for the π HOMO, 9.0 eV for a second π orbital of the same width, and 9.3 eV for σ. The correct order therefore has σ lowest. These widths stand for a lone-pair-like orbital and a π orbital spread over a large molecule. In a small ring the contrast is weaker: Hartree–Fock in a small basis gives $J$ of about 13 eV for the nitrogen lone pair of pyridine, 9 eV for its π orbitals and 8 eV for a σ orbital spread over the ring, which is thus not compact at all.

**HOMO tuning alone.** At $\alpha=0$ the tuned value is $\gamma=0.306$ Å$^{-1}$ (0.162 bohr$^{-1}$). For σ, $x=2(0.306)(0.6)=0.37$; for π, $x=0.92$. The integrals, in eV, are:

| | σ | π |
|---|---:|---:|
| $J^{LR}$ | 4.66 | 3.66 |
| $J^{SR}$ | 8.88 | 1.76 |
| kernel term | 0.97 | 0.06 |
| $D$ | 7.91 | 1.69 |
| $R$ | 7.11 | 1.69 |

The long-range integrals differ by 1.0 eV, the short-range ones by 7.1 eV. For π, $D=R$, as tuning demands. For σ,

$$\kappa_\sigma=\tfrac12(7.91-7.11)\ \text{eV}=0.40\ \text{eV}.$$

The σ level lies at $-9.3+0.4=-8.9$ eV, above the second π level at $-9.0$ eV. The order is wrong although the HOMO is right. The inversion itself depends on the chosen 0.3 eV separation; if the two levels were more than 0.40 eV apart, the same error would only distort the spacing.

**Adding 0.2 without retuning.** By equation (1), each level moves by $-\tfrac12(0.2)D_i$: $-0.79$ eV for σ and $-0.17$ eV for π. Short-range exchange is thus 4.7 times as effective on σ, but it spoils the HOMO condition, and the σ error becomes $-0.39$ eV.

**Retuning.** Lowering $\gamma$ to 0.248 Å$^{-1}$ (0.131 bohr$^{-1}$) raises π by 0.17 eV, back to its correct place, and σ by 0.32 eV. This shift is not truly common, because $x$ is not small for π, but its σ-to-π ratio is 1.9 instead of 4.7. That difference in proportions is what lets the two parameters correct two levels. The ratio $D_\sigma/D_\pi$ has fallen from 4.67 to 4.11, and equation (3) gives

$$\kappa_\sigma=\tfrac12(1.694\times4.107-7.107)\ \text{eV}=-0.075\ \text{eV}.$$

The σ level is now near $-9.4$ eV, below the second π level. The value 0.2 slightly overcorrects. Equation (4) gives $\alpha^*=0.17$ with $\gamma^*=0.258$ Å$^{-1}$. More is not better: at $\alpha=0.3$, with $\gamma$ retuned, the σ error is $-0.34$ eV, nearly as large as the original error and opposite in sign.

**The second-order expansion.** The compact orbital is not a small disturbance of the valence density. Keeping the full nonlinear local exchange in the energy difference changes the σ error from 0.40 to 0.36 eV at $\alpha=0$, and from $-0.075$ to $-0.108$ eV at $\alpha=0.2$. Both orderings survive this test. Linear interpolation between the two full values puts the best $\alpha$ near 0.15, so the second digit of $\alpha^*$ should not be taken as a prediction.

## Why near 0.2, and when not

For $\epsilon_d=3$, the small-orbital limit gives $\alpha^*=0.33$. Reducing both widths tenfold and omitting the kernel reproduces this value and the limiting $\gamma^*$ numerically. With the actual widths and still no kernel, $\alpha^*$ falls to 0.29: long-range exchange now distinguishes the orbitals somewhat and does part of the work. Including the kernel lowers it to 0.17, because semilocal exchange already cancels part of the compact orbital's self-repulsion. A value near 0.2 is thus an inverse dielectric constant reduced by these two effects, within this model.

It follows the screening:

| $\epsilon_d$ | required $\alpha$ |
|---:|---:|
| 2.0 | 0.38 |
| 2.5 | 0.25 |
| 3.0 | 0.17 |
| 4.0 | 0.07 |

The proportionality of $1-\alpha^*$ to $1-1/\epsilon_d$ puts $\alpha^*=0.2$ at $\epsilon_d\approx2.8$. At $\epsilon_d\approx5.1$ the required fraction is zero, and HOMO tuning alone places both levels. For stronger screening, σ relaxation outweighs the remaining self-interaction and the level becomes too deep. The change of sign was tested on both sides of this point. Positive short-range Fock exchange would then increase the error.

The size contrast matters as well. With $\alpha=0$ and the same tuned π HOMO, widening the compact orbital from 0.6 to 0.8, 1.0 and 1.25 Å reduces its error from 0.40 to 0.22, 0.09 and 0.02 eV. Over this range the misplacement fades as the orbital approaches the size of the HOMO. The labels σ and π matter here through spatial extent, not through symmetry.

If the compact orbital is itself the HOMO and is the one tuned, exchanging the labels in equation (3) gives

$$\kappa_\pi=\frac12\left[R_\sigma\frac{D_\pi}{D_\sigma}-R_\pi\right].$$

This is negative when $D_\sigma/D_\pi>R_\sigma/R_\pi$ at the new $\gamma$: the extended level is then too deep. The relative error has the same direction, but the fixed reference has changed.

Screening and size contrast do not fix the amount alone. With $\epsilon_d=3$ and the original widths, equation (4) gives $\alpha^*=0.065$ for a sphere radius of 4 Å and 0.22 for 7 Å. A smaller sphere needs a larger $\gamma^*$, so long-range exchange distinguishes the orbitals more and leaves less for short-range exchange to do. Without the kernel this gives 0.23 and 0.32; the rest of the change comes from the kernel, which lowers $\alpha^*$ more for the smaller sphere. The valence density also matters, through the semilocal kernel: $\alpha^*$ is 0.22 at 2 electrons/Å$^3$ and 0.13 at 0.7, where the σ error at $\alpha=0$ falls to 0.29 eV and the inversion of the example just disappears. Below about 0.6 electron/Å$^3$ the peak density of the σ orbital exceeds the background spin density, and the expansion of the kernel no longer applies.

In a real molecule, orbital shape and position, nonuniform screening, the correlation kernel and changes of the orbitals with $\alpha$ all enter. The value 0.2 is therefore a starting point to be checked for each molecule, not a constant of the method. A direct check is to compute $\kappa$ for one compact and one extended orbital, each from its own removal energy, while $\gamma$ is retuned at every $\alpha$. The remaining values for the model are in the numerical output.

## Computed results

```
sigma width, pi width, sphere radius: 0.60, 1.50, 5.00 angstrom
dielectric constant: 3.00 (no unit)
valence density: 1.00 electrons/angstrom^3
Fermi wave number: 3.0937 1/angstrom
removal energies HOMO pi, second pi, sigma: 8.00, 9.00, 9.30 eV
Integrals at alpha=0 with gamma tuned on the HOMO:
 sigma full self-Coulomb J: 13.540 eV
 sigma long-range part: 4.661 eV
 sigma short-range part: 8.879 eV
 sigma semilocal kernel term: 0.973 eV
 sigma residual D: 7.906 eV
 sigma relaxation R: 7.107 eV
 pi full self-Coulomb J: 5.416 eV
 pi long-range part: 3.660 eV
 pi short-range part: 1.756 eV
 pi semilocal kernel term: 0.062 eV
 pi residual D: 1.694 eV
 pi relaxation R: 1.694 eV
common long-range limit 2*gamma/sqrt(pi): 4.965 eV
ratio R_sigma/R_pi: 4.1952
HOMO-tuned scan:
 alpha=0.0: gamma=0.3056 1/angstrom, D ratio=4.6670, sigma error=0.400 eV, sigma level=-8.900 eV
 alpha=0.1: gamma=0.2783 1/angstrom, D ratio=4.3968, sigma error=0.171 eV, sigma level=-9.129 eV
 alpha=0.2: gamma=0.2484 1/angstrom, D ratio=4.1069, sigma error=-0.075 eV, sigma level=-9.375 eV
 alpha=0.3: gamma=0.2148 1/angstrom, D ratio=3.7946, sigma error=-0.339 eV, sigma level=-9.639 eV
tuned gamma at alpha=0 and 0.2: 0.1617, 0.1314 1/bohr
sigma error, full local exchange, alpha=0: 0.358 eV
sigma error, full local exchange, alpha=0.2: -0.108 eV
pi error, full local exchange, alpha=0: -0.0001 eV
alpha=0.2 added without retuning gamma:
 sigma error: -0.391 eV
 pi error: -0.169 eV
both errors zero: alpha=0.1703, gamma=0.2576 1/angstrom
same without semilocal kernel: alpha=0.2901, gamma=0.2249 1/angstrom
widths divided by 10, no kernel: alpha=0.3333, gamma=0.1776 1/angstrom
limit values: 1/dielectric=0.3333, sqrt(pi)/(2a)=0.1772 1/angstrom
 required alpha at dielectric constant 2.0: 0.3777
 required alpha at dielectric constant 2.5: 0.2533
 required alpha at dielectric constant 3.0: 0.1703
 required alpha at dielectric constant 4.0: 0.0666
dielectric constant where required alpha is zero: 5.090
 alpha=0, compact width 0.60 angstrom: error=0.400 eV
 alpha=0, compact width 0.80 angstrom: error=0.217 eV
 alpha=0, compact width 1.00 angstrom: error=0.091 eV
 alpha=0, compact width 1.25 angstrom: error=0.017 eV
```
